# Diffuse Radical Transport in a Trench with a View-Factor Matrix

A trench 500 nm wide and 5000 nm deep is exposed to fluorine atoms. If every atom stuck where it first landed, the floor would receive 5.0% of the flux that enters the mouth. With a sticking probability of 0.02 on the walls and 0.2 on the floor, the computed floor flux is 38.6%. Most impacts on the floor therefore come after at least one bounce, and a calculation of the flux has to follow the bounces.

## Three surfaces, by hand

The trench is taken as infinitely long, with a convex cross-section, so that every surface point sees every other along a straight line. Atoms fly without colliding with each other or with the background gas. They enter the mouth uniformly with a cosine distribution of directions. An atom that does not stick is re-emitted at once, again by the cosine law, with no memory of its arrival. The state is steady.

Divide the solid boundary into only three strips: left wall, floor, right wall. The fourth side is the mouth. Let $F_{ij}$ be the probability that an atom emitted uniformly from side $i$ next lands on side $j$. For two sides seen in cross-section, the crossed-strings rule, derived below, reads

$$L_iF_{ij}=\tfrac12\left(\text{crossed diagonals}-\text{uncrossed connections}\right),$$

where $L_i$ is the length of side $i$ and the "strings" join the end points of the two sides.

Measure lengths in trench widths, so the depth is 10 and the diagonal is $\sqrt{101}=10.04988$. Between floor and mouth there are two crossed diagonals and two uncrossed strings of length 10:

$$F_{fm}=\tfrac12(2\sqrt{101}-20)=0.04988 .$$

An atom leaving the floor must land somewhere, and the two walls are equivalent, so

$$F_{fw}=\tfrac12(1-0.04988)=0.47506 .$$

Between the two walls the uncrossed strings have length 1 each, and the emitter has length 10:

$$F_{ww}=\frac{\sqrt{101}-1}{10}=0.90499 .$$

The remainder from a wall is shared equally by floor and mouth, by symmetry: $F_{wf}=F_{wm}=\tfrac12(1-0.90499)=0.04751$ with unrounded input. This shows reciprocity at work: $10\times0.04751$ agrees with $1\times0.47506$ to rounding. The probabilities differ by a factor of ten, and the products with the emitter length agree.

Let $g$ be the incident flux on a strip divided by the mouth flux $\Gamma_0$. A fraction $1-s$ of what arrives is re-emitted. The floor receives atoms from the mouth and from two walls:

$$g_f=0.04988+2(0.47506)(0.98)g_w=0.04988+0.93112\,g_w .$$

The probabilities here are those for emission from the floor, although the atoms arrive at it. Reciprocity permits this: the arrivals per unit floor length are $L_wF_{wf}/L_f=F_{fw}$ times the flux emitted by the wall. Likewise, each wall receives atoms from the mouth, the opposite wall and the floor:

$$g_w=0.04751+(0.90499)(0.98)g_w+(0.04751)(0.8)g_f .$$

Collecting the wall terms gives $0.11311\,g_w=0.04751+0.03801\,g_f$. Inserting $g_f$ gives $0.07772\,g_w=0.04941$, hence $g_w=0.636$ and $g_f=0.642$.

Now count atoms, per atom entering. The walls capture $2\times10\times0.02\times0.6356=0.254$ and the floor captures $0.2\times0.6417=0.128$. The walls return $2\times0.47506\times0.98\times0.6356=0.592$ through the mouth, and the floor returns $0.04988\times0.8\times0.6417=0.026$. The sum is 1.000.

The balance is perfect, but the floor flux is 66% above the refined value of 0.3855. Each wall is one strip with uniform emission, so an atom that lands near the mouth may be re-emitted near the floor. The coarse mesh carries atoms down the trench artificially. Conservation does not detect this.

## Where the strings come from

Consider emission from a surface point to an area element at distance $R$. The cosine law gives the probability $\cos\Theta\cos\Theta'\,dA'/(\pi R^2)$, the angles being measured from the two normals. Let $r$ be the distance projected on the cross-section and $z$ the separation along the trench. Then $R^2=r^2+z^2$, and since both normals lie in the cross-section, $\cos\Theta=(r/R)\cos\theta$, with $\theta$ the angle in the plane. The same holds for $\Theta'$. Integration over $z$, with $z=r\tan\varphi$, gives

$$\frac{r^2\cos\theta\cos\theta'}{\pi}\int_{-\infty}^{\infty}\frac{dz}{(r^2+z^2)^2}
=\frac{r^2\cos\theta\cos\theta'}{\pi}\,\frac{1}{r^3}\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi
=\frac{\cos\theta\cos\theta'}{2r}.$$

Thus the planar kernel gives the exact landing probabilities in the cross-section for three-dimensional flights. The flight lengths themselves are longer than their planar projections.

Traverse the boundary counterclockwise. Let $\mathbf x(s)$ and $\mathbf y(t)$ lie on two different strips, with unit tangents $\mathbf a$ and $\mathbf b$, and let $\mathbf u=(\mathbf y-\mathbf x)/r$. Then $\partial r/\partial t=\mathbf u\cdot\mathbf b$. Since $\partial\mathbf u/\partial s=[-\mathbf a+\mathbf u(\mathbf u\cdot\mathbf a)]/r$,

$$\frac{\partial^2r}{\partial s\,\partial t}=-\frac{\mathbf a\cdot\mathbf b-(\mathbf a\cdot\mathbf u)(\mathbf b\cdot\mathbf u)}{r}
=-\frac{(\mathbf a\cdot\mathbf u_\perp)(\mathbf b\cdot\mathbf u_\perp)}{r},$$

where $\mathbf u_\perp$ is $\mathbf u$ turned counterclockwise by $90^\circ$. The inward normals are the tangents turned the same way. Hence $\cos\theta=-\mathbf a\cdot\mathbf u_\perp$. At the other end the direction back to the emitter is $-\mathbf u$, so $\cos\theta'=+\mathbf b\cdot\mathbf u_\perp$. The two minus signs cancel:

$$\frac{\partial^2r}{\partial s\,\partial t}=\frac{\cos\theta\cos\theta'}{r}.$$

Define the exchange length $E_{ij}=L_iF_{ij}$. It is the kernel integrated over both strips, because $F_{ij}$ is an average over the emitter. With strip ends $s_1,s_2$ and $t_1,t_2$,

$$E_{ij}=\tfrac12\left[r(s_1,t_1)+r(s_2,t_2)-r(s_1,t_2)-r(s_2,t_1)\right].$$

For a counterclockwise traverse, the first two distances are the crossed strings. Strips on the same straight side give zero, as they should. A flat strip cannot see itself, so $E_{ii}=0$ is set separately.

## The general method

Number the solid strips $i=1,\dots,N$ and denote the mouth by $m$, with length $W$. The method is to compute all $E_{ij}$ from node distances, form $F_{ij}=E_{ij}/L_i$ and $f_i=E_{im}/L_i$, and solve a linear system.

**Reciprocity.** Exchanging the two strips leaves the string expression unchanged. Therefore $E_{ij}=E_{ji}$, or $L_iF_{ij}=L_jF_{ji}$.

**Closure.** For fixed $i$, let $h(t)=r(s_2,t)-r(s_1,t)$. Each exchange length is half the change of $h$ along strip $j$. Around the closed boundary, mouth included, these changes sum to zero. The string expression for $j=i$ would contribute $\tfrac12[h(s_2)-h(s_1)]=\tfrac12[-L_i-L_i]=-L_i$. Leaving it out gives

$$\sum_{j\ne i}E_{ij}=L_i,\qquad\text{so}\qquad \sum_{j=1}^{N}F_{ij}+f_i=1 .$$

**Flux equation.** Strip $j$ emits the flux $(1-s_j)\Gamma_j$. The arrivals on strip $i$ are

$$L_i\Gamma_i=E_{mi}\Gamma_0+\sum_jE_{ji}(1-s_j)\Gamma_j .$$

Use the symmetry of $E$ and divide by $L_i\Gamma_0$:

$$g_i=f_i+\sum_jF_{ij}(1-s_j)g_j .$$

This equation has a second reading. An atom emitted from strip $i$ escapes directly with probability $f_i$, or lands on $j$, survives with probability $1-s_j$, and starts again. Its escape probability obeys the same equation. Within the strip model, the normalized flux onto a strip equals the probability that an atom emitted there eventually leaves the trench.

**Particle conservation.** Multiply by $L_i$ and sum over $i$. Closure for the flat mouth gives $\sum_iE_{im}=W$, and closure for strip $j$ gives $\sum_iE_{ij}=L_j-L_jf_j$. Thus

$$\sum_iL_ig_i=W+\sum_jL_j(1-f_j)(1-s_j)g_j .$$

Moving the sum on the right to the left and using $1-(1-f_j)(1-s_j)=s_j+f_j(1-s_j)$ gives

$$W=\sum_jL_js_jg_j+\sum_jL_jf_j(1-s_j)g_j .$$

The first sum is capture and the second is return through the mouth.

**Zero sticking.** For $s_j=0$, closure shows that $g_i=1$ is a solution, whatever the mesh. To see that it is the only one, let $\delta$ be the difference of two solutions, so $\delta_i=\sum_jF_{ij}\delta_j$. At the strip where $|\delta_i|$ is largest, $|\delta_i|\le(1-f_i)|\delta_i|$. If every strip sees the mouth, $f_i>0$ and $\delta=0$. The aspect ratio then has no effect on the steady flux: what enters comes out again, and the trench is filled uniformly.

This limit also fixes the flight length. At one speed $v$, uniform isotropic filling means a density $n=4\Gamma_0/v$. In a rectangular trench of depth $H$, the atoms present per unit length, $nWH$, divided by the entry rate $\Gamma_0W$, give a mean residence time $4H/v$. The mean path is $4H$, here 20,000 nm, independent of speed and width.

**Full sticking.** For $s_j=1$, $g_i=f_i$. With $A=H/W$, the mean floor flux is $\sqrt{1+A^2}-A$, which tends to $1/(2A)$ for large $A$. At $A=10$ this is the 5.0% quoted at the start.

## What each check can detect

Since the string matrix is symmetric by construction, reciprocity was tested on separately computed factors. From a point on a strip, the fraction emitted between planar angles $\beta_1$ and $\beta_2$ from the normal is $\tfrac12|\sin\beta_2-\sin\beta_1|$. Averaging this over each emitter of an uneven, tapered mesh reproduced the string factors to $2\times10^{-15}$. The products $L_iF_{ij}$ and $L_jF_{ji}$ agreed to $10^{-15}$ floor widths, while $F_{ij}$ and $F_{ji}$ themselves differed by up to 0.42.

Reciprocity alone is not enough. Replace the strip integrals between solid strips by the midpoint value $L_iL_j\cos\theta\cos\theta'/(2r)$. This is still symmetric. But for two equal strips of length $h$ meeting at a right angle, both cosines are $1/\sqrt2$ and $r=h/\sqrt2$, which gives $F=\sqrt2/4=0.354$. The strings give $(2h-\sqrt2h)/(2h)=0.293$. The excess in this corner factor does not depend on $h$, but the corner strips shrink, so the error in the flux falls only in proportion to $h$. With 20 strips per trench width and zero sticking, the midpoint matrix gives a floor flux of 1.083 instead of 1, and 2.1% more atoms leave than enter; with 10 and 40 strips the floor flux is 1.178 and 1.040.

Accuracy needs other evidence. With 10, 20 and 40 strips per width, the example's floor flux is 0.38567, 0.38556 and 0.38553. Simulated three-dimensional flights started at the mouth give $0.3852\pm0.0023$. Flights started on the floor escape with probability $0.3869\pm0.0011$, which supports the second reading of $g$. The uncertainties are one standard error.

At zero sticking, the simulation gives a floor flux of $1.019\pm0.008$ and a mean path of $20220\pm98$ nm. Both lie a little over two standard errors high, inside the acceptance limit of 4.5. They come from the same flights and are not independent evidence of a deviation.

The system may also be solved by repeated substitution, starting from $g=0$. At zero sticking the error after $n$ sweeps is $F^n$ applied to a vector of ones, the probability of still being inside after $n$ flights. It eventually falls as $\rho^n$, with $\rho$ the largest eigenvalue of $F$. Here $\rho=0.97606$, so an error of $10^{-6}$ should take about $\ln10^{-6}/\ln\rho=570$ sweeps. The count was 578; the estimate leaves out a prefactor. A direct solution avoids this slow convergence.

## Reading the fluorine example

Of the entering atoms, 71.7% return, 20.6% are lost on the walls and 7.7% react on the floor. The walls take more than the floor despite their tenfold smaller sticking probability, because their combined length is twenty times larger and their mean flux is higher, 0.515 against 0.386.

The wall flux at one quarter, one half and three quarters of the depth is 0.624, 0.476 and 0.383. The floor, at 0.386, receives slightly more than the wall 1250 nm above it.

With width and sticking probabilities held fixed, the floor flux changes with depth as follows.

| Aspect ratio | 1 | 2 | 5 | 10 | 20 |
|---|---|---|---|---|---|
| Floor $g$ | 0.893 | 0.806 | 0.605 | 0.386 | 0.174 |

For an absolute rate, take 2 mTorr of atomic fluorine at 300 K. The mean speed is $\bar v=578$ m/s, and $\Gamma_0=P\bar v/(4k_BT)=9.31\times10^{17}$ cm$^{-2}$ s$^{-1}$. If four reacted fluorine atoms remove one silicon atom as SiF$_4$, an open surface etches at

$$\frac{0.2\times9.31\times10^{17}}{4\times4.99\times10^{22}}\ \text{cm/s}=9.3\times10^{-7}\ \text{cm/s}\approx560\ \text{nm/min}.$$

The trench floor etches at 0.386 of this, about 220 nm/min.

These inputs are illustrative choices for SF$_6$/O$_2$ plasma etching of silicon with passivated walls, at 20 mTorr total pressure, and not measured values for a particular reactor. The floor probability of 0.2 represents an ion-bombarded surface. Wall loss is assumed to be recombination. Constant floor sticking is an uncertain assumption, since ions may limit the removal of fluorinated silicon. Let a fraction $\vartheta$ of floor sites be blocked, with $s=s_0(1-\vartheta)$, and let each ion free up to $\nu$ fluorine atoms. The balance $s_0(1-\vartheta)\Gamma=\nu\Gamma_{\rm ion}\vartheta$ gives

$$s=\frac{s_0}{1+s_0\Gamma/(\nu\Gamma_{\rm ion})}.$$

This balance leaves out spontaneous etching, by which fluorine atoms remove silicon even without ions, so it does not hold at low ion flux. For the rough choices $\nu=20$ and $\Gamma_{\rm ion}=10^{16}$ cm$^{-2}$ s$^{-1}$, the same at the floor as outside, the open rate falls to 290 nm/min and the floor rate to about 170 nm/min. Their ratio rises from 0.39 to 0.58, mainly because the better supplied open surface saturates more. The floor also captures fewer atoms per arrival, which raises its normalized flux from 0.39 to 0.42.

Other inputs and assumptions were examined one at a time:

- Halving or doubling the wall sticking moves the floor flux to about 0.47 or 0.28.
- If 10% of the reflections were specular, the flux would be 0.414.
- A trench 20,000 nm long, with end walls as absorbing as the side walls, gives $0.371\pm0.001$ as a mean over the whole floor. The loss is near the ends; at mid-length the flux is close to the value for the infinite trench.
- If all wall loss etched silicon, each wall would recede at a mean rate of 29 nm/min, and the fixed rectangle would fail during a long etch.
- Gas collisions are minor: the estimated free path is 2.2 mm, for a rough collision diameter of 0.4 nm, and an entering atom makes about 0.005 collisions.
- For the gas, the steady-state assumption is safe: during the zero-sticking residence time of 35 ns the floor moves about $10^{-7}$ nm.

The string formula with straight node distances fails when part of the boundary hides another part, as under a ledge. Visibility must then enter the exchange lengths; for a single obstacle such as a thin fin, pulling the strings taut around it does this. The zero-sticking test does not detect the failure, because closure telescopes for any closed polygon: under a ledge the straight strings give some negative exchange lengths and still return $g=1$. A trench that narrows towards its mouth can still be convex: the zero-sticking solution was tested in one tapered and one such re-entrant trapezoid, and the flux differed from 1 by at most $4\times10^{-15}$. The numerical output lists the remaining values.

## Computed values

```
Trench width, depth: 500, 5000 nm; aspect ratio 10
Sticking wall, floor: 0.02, 0.2
Gas: 300 K, total 20 mTorr, F 2 mTorr
Strings vs angular integral, max error: 1.8e-15
Strings vs 3D integral, max relative error: 1.2e-14
Reciprocity error, angular integrals: 1.0e-15
Largest |F_ij-F_ji| on that mesh: 0.424
Closure error, angular integrals: 4.4e-16
Zero-sticking error, tapered trenches: 3.6e-15
3 strips: F floor-mouth 0.04988, floor-wall 0.47506
3 strips: F wall-wall 0.90499, wall-floor 0.04751
3 strips: g wall 0.6356, g floor 0.6417
3 strips: conservation error 1.6e-15
Floor g, 10 strips per width: 0.38567
Floor g, 20 strips per width: 0.38556
Floor g, 40 strips per width: 0.38553
Number of strips in finest mesh: 840
Wall g at 1/4, 1/2, 3/4 depth: 0.6240, 0.4757, 0.3825
Mean wall g: 0.5153
Entering radicals captured: 0.2832, returned 0.7168
Captured on floor 0.0771, on walls 0.2061
Conservation error, finest mesh: 2.8e-12
Floor g at full sticking: 0.04988
MC floor g from mouth: 0.3852 +- 0.0023
MC escape from floor: 0.3869 +- 0.0011
MC returned fraction: 0.7179 +- 0.0010
MC floor g, zero sticking: 1.019 +- 0.008
MC path, zero sticking: 20220 +- 98 nm
Four times depth: 20000 nm
Midpoint kernel, s=0: floor g 1.0830, out/in 1.0209
Spectral radius at s=0: 0.97606
Sweeps to 1e-6: 578, predicted 570
Aspect ratio 1: floor g 0.8927
Aspect ratio 2: floor g 0.8061
Aspect ratio 5: floor g 0.6052
Aspect ratio 10: floor g 0.3856
Aspect ratio 20: floor g 0.1736
Mean F speed: 578.2 m/s
Mouth flux: 9.306e+17 cm^-2 s^-1
Floor flux: 3.588e+17 cm^-2 s^-1
Silicon atom density: 4.994e+22 cm^-3
Etch rate flat, floor: 559.0, 215.5 nm/min
Neglected: mean free path 2.19 mm (diameter 0.4 nm)
Mean path in example 10407 nm; collisions per radical 0.0048
Transit 34.6 ns; floor moves 1.2e-07 nm
Length 20000 nm: floor g 0.3714 +- 0.0011
Specular part 0.1: floor g 0.4142 +- 0.0011
Wall sticking halved, doubled: floor g 0.4746, 0.2795
Side etch if wall loss etched: 28.8 nm/min per wall
Ion flux 1e+16 cm^-2 s^-1, F removed per ion 20
Saturating: flat 289.6, floor 168.4 nm/min
Saturating: floor/flat rate 0.5814, floor g 0.4184
```
